# Activation Radius and Barrier of a Surface Dislocation Half-Loop with Step Cost: a program that tests the result

```python
"""Activation radius and barrier of a semicircular surface half-loop.

Result under test, for E(R) = A R ln(R/rho0) + 2 s R - B R^2:
    rho = rho0 exp(-2 s/A),  beta = 2 B rho/A,  L = -W_{-1}(-beta/e)
    R* = A L/(2 B),          E* = A^2 L (L - 2)/(4 B)
R: loop radius; A: logarithmic line-energy prefactor; s: step energy per
length (negative if a step is removed); B: misfit work per R^2; rho0: length
in the logarithm, a e^2/8 for core width a; W: Lambert function.
The independent side starts from the stiffness tensor and the Fourier energy
of a circular slip patch with a spread core, and maximizes numerically.
Internal units: nm and eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq, minimize_scalar
from scipy.special import j1, lambertw

GPA = 1e9 * 1e-27 / const.e        # eV/nm^3 in one GPa
JM2 = 1e-18 / const.e              # eV/nm^2 in one J/m^2
BOHR = const.physical_constants["Bohr radius"][0] * 1e9
HARTREE = const.physical_constants["Hartree energy in eV"][0]

# Chosen model parameters
shear = 50.0 * GPA
nu = 0.25
burgers = 0.4
core = 0.2
strain0 = 0.02
step_density = 0.5 * JM2           # step energy per length and per height
temperature = 1000.0
normal = np.array([1.0, 1.0, 1.0]) / np.sqrt(3)
bvec = burgers * np.array([0.0, 1.0, -1.0]) / np.sqrt(2)

# Derived formulas
A = shear * burgers**2 * (2 - nu) / (8 * (1 - nu))
biaxial = 2 * shear * (1 + nu) / (1 - nu)
height = abs(bvec[2])
step0 = step_density * height
B_per_strain = np.pi / 2 * biaxial * abs(bvec[2] * normal[2])


def log_length(step, width):
    return width * np.exp(2) / 8 * np.exp(-2 * step / A)


def activation(strain, step, width=core):
    """Closed-form R*, E* and L."""
    B = B_per_strain * strain
    beta = 2 * B * log_length(step, width) / A
    L = -lambertw(-beta / np.e, -1).real
    return A * L / (2 * B), A**2 * L * (L - 2) / (4 * B), L


def log_energy(R, strain, step):
    return A * R * np.log(R / log_length(step, core)) \
        - B_per_strain * strain * R**2


# Isotropic stiffness tensor
lame = 2 * shear * nu / (1 - 2 * nu)
I3 = np.eye(3)
C = lame * np.einsum("ij,kl->ijkl", I3, I3) + shear * (
    np.einsum("ik,jl->ijkl", I3, I3) + np.einsum("il,jk->ijkl", I3, I3))

# Slip-energy kernel at in-plane wavenumber 1, from the stiffness tensor
eigen = np.zeros((3, 3))
eigen[0, 2] = eigen[2, 0] = 0.5
eigen_stress = np.einsum("ijkl,kl->ij", C, eigen)
self_term = np.sum(eigen * eigen_stress)
n_t = 200
t_grid = -np.pi / 2 + (np.arange(n_t) + 0.5) * np.pi / n_t
angles = np.arange(12) * np.pi / 12
kernel = []
for psi in angles:
    total = 0.0
    for t in t_grid:
        k = np.array([np.cos(psi), np.sin(psi), np.tan(t)])
        christoffel = np.einsum("ijkl,j,l->ik", C, k, k)
        force = eigen_stress @ k
        relaxed = self_term - force @ np.linalg.solve(christoffel, force)
        total += relaxed / np.cos(t)**2
    kernel.append(total * (np.pi / n_t) / (2 * np.pi))
kernel = np.array(kernel)
kernel_formula = shear / 2 * (np.sin(angles)**2 + np.cos(angles)**2 / (1 - nu))
assert np.allclose(kernel, kernel_formula, rtol=1e-8)
kernel_mean = kernel.mean()

# Half of the Fourier energy of a circular slip patch, x = k R
x_grid = np.linspace(0.0, 4000.0, 80001)
j1_squared = j1(x_grid)**2


def line_energy_direct(R, width=core):
    integral = simpson(j1_squared * np.exp(-x_grid * width / R), x=x_grid)
    full_loop = 0.5 / (2 * np.pi) * kernel_mean \
        * (2 * np.pi * R * burgers)**2 * integral / R
    return full_loop / 2


R_test = 5.0
line_direct = line_energy_direct(R_test)
line_log = A * R_test * np.log(R_test / log_length(0.0, core))
assert abs(line_log / line_direct - 1) < 2e-3   # next term is (a/R)^2 ln

# Straight-line prefactors summed along a half circle, any Burgers direction
for direction in (0.0, 0.3, 1.1):
    def local_prefactor(theta):
        c2 = np.cos(theta - direction)**2
        return shear * burgers**2 / (4 * np.pi) * (c2 + (1 - c2) / (1 - nu))
    assert abs(quad(local_prefactor, 0, np.pi)[0] / A - 1) < 1e-9

# Misfit driving force from the full stress tensor
misfit = strain0 * np.diag([1.0, 1.0, -2 * nu / (1 - nu)])
stress = np.einsum("ijkl,kl->ij", C, misfit)
assert abs(stress[2, 2]) < 1e-10 * stress[0, 0]
force_direct = abs(bvec @ stress @ normal)
B_direct = np.pi / 2 * force_direct
assert abs(B_direct / (B_per_strain * strain0) - 1) < 1e-10
tilted = np.array([0.3, -0.5, 0.8])
tilted /= np.linalg.norm(tilted)
glide = np.cross(tilted, [0.2, 0.9, 0.4])
assert np.isclose(abs(glide @ stress @ tilted),
                  biaxial * strain0 * abs(glide[2] * tilted[2]), rtol=1e-10)
flat_b = np.array([1.0, -1.0, 0.0])             # no step, hence no force
assert abs(flat_b @ stress @ normal) < 1e-10 * stress[0, 0]


def energy_direct(R, strain, step, width=core):
    return line_energy_direct(R, width) + 2 * step * R \
        - B_direct * strain / strain0 * R**2


def maximum_direct(strain, step, width=core):
    found = minimize_scalar(
        lambda R: -energy_direct(R, strain, step, width),
        bounds=(0.3, 30.0), method="bounded", options={"xatol": 1e-6})
    return found.x, -found.fun


# Closed form against direct maximization; core corrections are (a/R)^2 ln
cases = [(strain0, step0), (strain0, 0.0), (strain0, -step0),
         (0.01, step0), (0.04, step0)]
for strain, step in cases:
    R_f, E_f, _ = activation(strain, step)
    R_d, E_d = maximum_direct(strain, step)
    tol = 3 * (core / R_f)**2 * np.log(8 * R_f / core)
    assert abs(R_f / R_d - 1) < tol and abs(E_f / E_d - 1) < tol

R_star, E_star, L_star = activation(strain0, step0)
R_direct, E_direct = maximum_direct(strain0, step0)
R_none, E_none, _ = activation(strain0, 0.0)
_, E_none_direct = maximum_direct(strain0, 0.0)
step_cost = E_direct - E_none_direct
assert 2 * step0 * R_none < step_cost < 2 * step0 * R_star

# Sensitivities by central differences of the direct barrier
d = 0.02
slope_step = (maximum_direct(strain0, step0 * (1 + d))[1]
              - maximum_direct(strain0, step0 * (1 - d))[1]) / (2 * d * step0)
assert abs(slope_step / (2 * R_star) - 1) < 0.01
slope_core = (maximum_direct(strain0, step0, core * np.exp(d))[1]
              - maximum_direct(strain0, step0, core * np.exp(-d))[1]) / (2 * d)
assert abs(slope_core / (-A * R_star) - 1) < 0.01
slope_strain = np.log(maximum_direct(strain0 * np.exp(d), step0)[1]
                      / maximum_direct(strain0 * np.exp(-d), step0)[1]) / (2*d)
exponent = -L_star / (L_star - 2)
assert abs(slope_strain / exponent - 1) < 0.01

# Limits of the logarithmic model
rho = log_length(step0, core)
strain_gone = A / (2 * rho * B_per_strain)      # beta = 1
strain_zero = 2 / np.e * strain_gone            # beta = 2/e
grid = rho * np.linspace(0.05, 20, 40001)
outer = grid[grid > rho]
zero_values = log_energy(outer, strain_zero, step0)
assert abs(zero_values.max()) < 1e-5
assert abs(outer[zero_values.argmax()] / (np.e * rho) - 1) < 2e-3
assert np.all(np.diff(log_energy(grid, 1.01 * strain_gone, step0)) < 0)
assert np.any(np.diff(log_energy(grid, 0.99 * strain_gone, step0)) > 0)

# The inner stationary point is a minimum that a spread core removes
beta0 = 2 * B_direct * rho / A
R_inner = -rho * lambertw(-beta0 / np.e, 0).real / beta0
inner = minimize_scalar(lambda R: log_energy(R, strain0, step0),
                        bounds=(1e-3, rho), method="bounded",
                        options={"xatol": 1e-9})
assert abs(inner.x / R_inner - 1) < 1e-4
inner_spread = energy_direct(R_inner, strain0, step0)
assert inner.fun < 0 < inner_spread and R_inner < core

# Strain at which the closed-form barrier equals 40 kT
kT = const.k * temperature / const.e
strain_40 = brentq(lambda e: activation(e, step0)[1] - 40 * kT,
                   strain0, 0.999 * strain_zero)
R_40 = activation(strain_40, step0)[0]
E_40_direct = maximum_direct(strain_40, step0)[1]
sin_tilt = np.sqrt(1 - normal[2]**2)

print(f"shear modulus: {shear/GPA:.1f} GPa; Poisson ratio: {nu:.2f}")
print(f"Burgers length b: {burgers:.2f} nm; core width a: {core:.2f} nm")
print(f"misfit strain: {strain0:.3f}")
print(f"step energy per length and height: {step_density/JM2:.2f} J/m^2")
print(f"step height |b_z|: {height:.4f} nm")
print(f"|n_z|: {abs(normal[2]):.4f}; sin(tilt): {sin_tilt:.4f}")
print(f"biaxial modulus M: {biaxial/GPA:.2f} GPa")
print(f"film stress M*strain: {stress[0,0]/GPA:.3f} GPa")
print(f"line prefactor A: {A:.3f} eV/nm")
print(f"step energy s: {step0:.4f} eV/nm; 2s/A: {2*step0/A:.4f}")
print(f"misfit work coefficient B: {B_direct:.4f} eV/nm^2")
print(f"rho0: {log_length(0.0, core):.4f} nm; rho: {rho:.4f} nm")
print(f"beta: {beta0:.4f}; L: {L_star:.4f}")
print(f"line energy at R = {R_test:.1f} nm, spread core: {line_direct:.3f} eV")
print(f"line energy at R = {R_test:.1f} nm, logarithm: {line_log:.3f} eV")
print(f"R* closed form: {R_star:.3f} nm = {R_star/BOHR:.2f} bohr")
print(f"R* direct maximum: {R_direct:.3f} nm")
print(f"E* closed form: {E_star:.2f} eV = {E_star/HARTREE:.3f} hartree")
print(f"E* direct maximum: {E_direct:.2f} eV")
line_part = A * R_star * np.log(R_star / log_length(0.0, core))
print(f"line part at R*: {line_part:.2f} eV")
print(f"step part at R*: {2*step0*R_star:.2f} eV")
print(f"misfit part at R*: {-B_direct*R_star**2:.2f} eV")
print(f"loop depth R* sin(tilt): {R_star*sin_tilt:.2f} nm")
print(f"kT at {temperature:.0f} K: {kT:.5f} eV; E*/kT: {E_star/kT:.0f}")
for label, step in (("created", step0), ("absent", 0.0), ("removed", -step0)):
    R_s, E_s, _ = activation(strain0, step)
    print(f"step {label}: R* = {R_s:.3f} nm, E* = {E_s:.2f} eV")
print(f"step cost, closed form: {E_star-E_none:.2f} eV")
print(f"step cost, direct: {step_cost:.2f} eV")
print(f"step cost bounds: {2*step0*R_none:.2f} to {2*step0*R_star:.2f} eV")
for strain in (0.01, 0.02, 0.04):
    R_s, E_s, L_s = activation(strain, step0)
    print(f"strain {strain:.2f}: L = {L_s:.3f}, R* = {R_s:.3f} nm, "
          f"E* = {E_s:.2f} eV, depth = {R_s*sin_tilt:.2f} nm")
for factor in (0.5, 2.0):
    R_s, E_s, _ = activation(strain0, step0, factor * core)
    print(f"core width {factor*core:.2f} nm: R* = {R_s:.3f} nm, "
          f"E* = {E_s:.2f} eV")
print(f"dE*/ds: formula {2*R_star:.3f} nm, direct {slope_step:.3f} nm")
print(f"dE*/dln(rho0): formula {-A*R_star:.2f} eV, direct {slope_core:.2f} eV")
print(f"dlnE*/dln(strain): formula {exponent:.4f}, direct {slope_strain:.4f}")
print(f"strain where E* = 0: {strain_zero:.4f}; R* there: {np.e*rho:.4f} nm")
print(f"strain where the maximum disappears: {strain_gone:.4f}")
print(f"inner minimum: R = {R_inner:.4f} nm, log energy {inner.fun:.3f} eV")
print(f"spread-core energy at that R: {inner_spread:.3f} eV")
print(f"40 kT: {40*kT:.3f} eV, reached at strain {strain_40:.4f}")
print(f"R* at that strain: {R_40:.3f} nm; R*/b: {R_40/burgers:.2f}")
print(f"spread-core barrier at that strain: {E_40_direct:.3f} eV")
print("every check passed")
```

Output:

```
shear modulus: 50.0 GPa; Poisson ratio: 0.25
Burgers length b: 0.40 nm; core width a: 0.20 nm
misfit strain: 0.020
step energy per length and height: 0.50 J/m^2
step height |b_z|: 0.2828 nm
|n_z|: 0.5774; sin(tilt): 0.8165
biaxial modulus M: 166.67 GPa
film stress M*strain: 3.333 GPa
line prefactor A: 14.564 eV/nm
step energy s: 0.8827 eV/nm; 2s/A: 0.1212
misfit work coefficient B: 5.3367 eV/nm^2
rho0: 0.1847 nm; rho: 0.1636 nm
beta: 0.1199; L: 4.6598
line energy at R = 5.0 nm, spread core: 240.284 eV
line energy at R = 5.0 nm, logarithm: 240.176 eV
R* closed form: 6.358 nm = 120.15 bohr
R* direct maximum: 6.357 nm
E* closed form: 123.15 eV = 4.526 hartree
E* direct maximum: 123.24 eV
line part at R*: 327.67 eV
step part at R*: 11.22 eV
misfit part at R*: -215.75 eV
loop depth R* sin(tilt): 5.19 nm
kT at 1000 K: 0.08617 eV; E*/kT: 1429
step created: R* = 6.358 nm, E* = 123.15 eV
step absent: R* = 6.147 nm, E* = 112.11 eV
step removed: R* = 5.933 nm, E* = 101.45 eV
step cost, closed form: 11.04 eV
step cost, direct: 11.04 eV
step cost bounds: 10.85 to 11.22 eV
strain 0.01: L = 5.523, R* = 15.072 nm, E* = 386.63 eV, depth = 12.31 nm
strain 0.02: L = 4.660, R* = 6.358 nm, E* = 123.15 eV, depth = 5.19 nm
strain 0.04: L = 3.749, R* = 2.558 nm, E* = 32.58 eV, depth = 2.09 nm
core width 0.10 nm: R* = 7.536 nm, E* = 193.32 eV
core width 0.40 nm: R* = 5.116 nm, E* = 65.16 eV
dE*/ds: formula 12.716 nm, direct 12.714 nm
dE*/dln(rho0): formula -92.60 eV, direct -92.42 eV
dlnE*/dln(strain): formula -1.7519, direct -1.7499
strain where E* = 0: 0.1227; R* there: 0.4448 nm
strain where the maximum disappears: 0.1668
inner minimum: R = 0.0630 nm, log energy -0.897 eV
spread-core energy at that R: 0.125 eV
40 kT: 3.447 eV, reached at strain 0.0881
R* at that strain: 0.802 nm; R*/b: 2.01
spread-core barrier at that strain: 3.874 eV
every check passed
```
